# Surface Debye temperature and phonon resistivity of a rigid-ion metal film

A film calculation that uses the bulk Debye temperature in every layer misses the extra scattering from loosely bound surface ions. Putting the surface mean-square displacement straight into the resistivity can go wrong in two other ways. Zero-point motion then leaves a spurious resistivity at zero temperature, and a plain average of layer scattering rates overestimates the effect when the mean free path is short. The formulas below connect displacement to resistivity and show when each average applies.

## Model and conventions

Hartree atomic units are used, with $k_B=1$, so a Debye temperature $\theta$ is also a frequency cutoff. Conduction electrons are free, with density $n$, Fermi wave number $k_F$ and speed $v_F=k_F$. Each ion carries a rigid screened potential $v(\mathbf r-\mathbf R_j-\mathbf u_j)$, where $\mathbf u_j$ is its displacement from site $\mathbf R_j$. Scattering is treated in the Born approximation.

Displacements are first taken as independent from ion to ion, isotropic and Gaussian. Their variance per Cartesian component in layer $l$ is $s_l=\langle u_x^2\rangle_l$. The layer Debye temperature $\theta_l$ is defined through this variance, not through a sound velocity or a heat capacity. The subscripts $b$ and $s$ denote interior (bulk) and surface layers.

The electron density is uniform across the film, and an electron inside a layer has the scattering rate of a bulk metal with that layer's variance. The film faces reflect specularly. Roughness, impurities, subband quantization, d bands and anharmonicity are omitted.

## From displacement to scattering rate

To first order in displacement, the perturbation is

$$\delta V=-\sum_j\mathbf u_j\cdot\nabla v(\mathbf r-\mathbf R_j).$$

Take plane waves in volume $\Omega$, momentum transfer $\mathbf q=\mathbf k'-\mathbf k$, and $v(q)=\int e^{-i\mathbf q\cdot\mathbf r}v(\mathbf r)\,d^3r$. Integration by parts turns the gradient into $i\mathbf q$:

$$\langle\mathbf k'|\delta V|\mathbf k\rangle=-\frac{i\,v(q)}{\Omega}\sum_j(\mathbf q\cdot\mathbf u_j)e^{-i\mathbf q\cdot\mathbf R_j}.$$

In the thermal average of its squared modulus, terms with different ions vanish by independence. Isotropy gives $\langle(\mathbf q\cdot\mathbf u_j)^2\rangle=q^2s_j$, hence

$$\langle|M|^2\rangle=\frac{|v(q)|^2q^2}{\Omega^2}\sum_j s_j.$$

At high temperature the phonon energy is small compared with $T$, so the displacements can be treated as static. For ion density $n_i$ and equal variances $s$, the momentum-relaxation rate is

$$\Gamma=2\pi n_i s\int\frac{d^3k'}{(2\pi)^3}|v(q)|^2q^2(1-\cos\vartheta)\,\delta\!\left(\frac{k'^2-k_F^2}{2}\right).$$

The factor $1-\cos\vartheta$ measures the loss of forward momentum. The radial integral gives $k_F$ and the azimuth gives $2\pi$. On the Fermi sphere $q^2=2k_F^2(1-\cos\vartheta)$, so $|d\cos\vartheta|=q\,dq/k_F^2$ and $1-\cos\vartheta=q^2/(2k_F^2)$. Therefore

$$\Gamma=\frac{n_i s}{4\pi k_F^3}\int_0^{2k_F}q^5|v(q)|^2dq. \tag{1}$$

The bulk resistivity is $\rho=\Gamma/n$. At fixed electron density and ion potential, the rate is proportional to the mean-square displacement.

For a singly charged Thomas–Fermi ion, $v(q)=-4\pi/(q^2+\kappa^2)$ with $\kappa^2=4k_F/\pi$. Put $y=q^2$ and use

$$\frac{y^2}{(y+\kappa^2)^2}=1-\frac{2\kappa^2}{y+\kappa^2}+\frac{\kappa^4}{(y+\kappa^2)^2}.$$

With $Y=4k_F^2$, the integral in (1) becomes

$$I=8\pi^2\left[Y-2\kappa^2\ln\!\left(1+\frac Y{\kappa^2}\right)+\kappa^2-\frac{\kappa^4}{Y+\kappa^2}\right]. \tag{2}$$

## Which displacement enters the resistivity

An oscillator of mass $M$ and frequency $\omega$ has $M\omega^2\langle u^2\rangle=\omega(N_\omega+\tfrac12)$, where $N_\omega=1/(e^{\omega/T}-1)$. With the normalized Debye spectrum $g(\omega)=3\omega^2/\theta^3$ for $0<\omega<\theta$,

$$\langle u_x^2\rangle=\int_0^\theta g(\omega)\frac{\coth(\omega/2T)}{2M\omega}\,d\omega.$$

The expansion $\coth x=1/x+x/3+\cdots$ turns the integrand factor into $T/(M\omega^2)+1/(12MT)+\cdots$. Since $\int g\,d\omega/\omega^2=3/\theta^2$,

$$\langle u_x^2\rangle=\frac{3T}{M\theta^2}+\frac1{12MT}+\cdots. \tag{3}$$

The first term contains the effect of interest: a lower $\theta$ means weaker restoring forces and larger thermal excursions.

Resistive scattering also requires an occupied initial state and an empty final state. Let $f$ be the Fermi function. The identity

$$f(E)[1-f(E+\omega)]=(N_\omega+1)[f(E)-f(E+\omega)]$$

follows by inserting the exponentials. The integral of the last bracket over energy is $\omega$, so absorption has the electronic factor $\omega(N_\omega+1)$. Replacing $\omega$ by $-\omega$ gives $\omega N_\omega$ for emission. The squared phonon amplitudes are $N_\omega/(2M\omega)$ and $(N_\omega+1)/(2M\omega)$, respectively. Their weighted sum is

$$\frac{N_\omega\,\omega(N_\omega+1)+(N_\omega+1)\,\omega N_\omega}{2M\omega}=\frac{N_\omega(N_\omega+1)}M.$$

A static variance $s$ would give $s\int f(1-f)\,dE=sT$. The variance that produces the same resistive scattering is therefore

$$s^{\rm tr}=\int_0^\theta g(\omega)\frac{N_\omega(N_\omega+1)}{MT}d\omega
=\frac{3T}{M\theta^2}-\frac1{12MT}+\cdots. \tag{4}$$

The expansion uses $N_\omega(N_\omega+1)=1/[4\sinh^2(\omega/2T)]$. This is the lowest-order variational resistivity, with matrix elements taken as constant over an energy $\omega$.

The corrections in (3) and (4) have opposite signs. Relative to the classical term their size is $\theta^2/(36T^2)$, so "high temperature" here means $T\gg\theta/6$. As $T\to0$, $\langle u_x^2\rangle$ tends to the zero-point value $3/(4M\theta)$, while $s^{\rm tr}$ vanishes. The integral in (4) thus removes the spurious zero-point resistivity, but it is not a low-temperature law. For independent ions it falls only as $T^2$, whereas long waves that move neighbours together lead to the much faster $T^5$ decrease of the Bloch–Grüneisen formula. Well below the Debye temperature a calculation with correlated phonons is needed.

In the classical regime the ratio of layer rates is

$$R\equiv\frac{\Gamma_s}{\Gamma_b}=\left(\frac{\theta_b}{\theta_s}\right)^2. \tag{5}$$

## Large displacements

Equation (1) keeps one power of $q^2s$. For static Gaussian displacements the full phase factor can be averaged. Since $\langle e^{-i\mathbf q\cdot\mathbf u}\rangle=e^{-q^2s/2}$, subtracting the intensity of the average lattice leaves $1-e^{-q^2s}$ per ion; terms from different ions cancel. The diffuse rate follows from (1) by the replacement

$$q^5s\longrightarrow q^3\left(1-e^{-q^2s}\right). \tag{6}$$

The derivative with respect to $s$ is $q^5e^{-q^2s}>0$, so softer ions still scatter more. The growth is slower than linear, so for a surface softer than the interior the ratio $R$ falls below (5). The one-phonon formula requires $4k_F^2s\ll1$.

## From layer rates to film resistivity

Let an electric field $\mathcal E$ act along $x$, in the film plane. For electron charge $-1$ and equilibrium distribution $f_0$, write the change in distribution as $f_1=\mathcal E v_x f_0'(E)\,g$, where $g$ now denotes a response time. The linear Boltzmann equation in the relaxation-time approximation becomes

$$v_z\frac{dg}{dz}+\Gamma(z)g=1. \tag{7}$$

Specular reflection reverses $v_z$ and leaves $v_x$ unchanged. A trajectory can therefore be unfolded into a periodic path, along which $w=|v_z|$ is constant and $g$ is continuous. Angle brackets now denote averages over this path.

The periodic solution is positive. Dividing (7) by $g$ and averaging removes the derivative of $\ln g$, leaving $\langle\Gamma\rangle=\langle1/g\rangle$. Since $\langle g\rangle\langle1/g\rangle\ge1$,

$$\langle g\rangle\ge\frac1{\langle\Gamma\rangle}.$$

Multiplying (7) by $g$ removes the derivative of $g^2/2$ and gives $\langle\Gamma g^2\rangle=\langle g\rangle$. The Cauchy–Schwarz inequality then yields

$$\langle g\rangle^2\le\langle\Gamma g^2\rangle\langle1/\Gamma\rangle=\langle g\rangle\langle1/\Gamma\rangle,$$

so $\langle g\rangle\le\langle1/\Gamma\rangle$. With $\mu=w/v_F$, averaging $v_x^2$ over azimuth gives a factor proportional to $1-\mu^2$, and the normalized conductivity is

$$\sigma=n\int_0^1\frac32(1-\mu^2)\langle g\rangle_\mu\,d\mu. \tag{8}$$

The bounds on $\langle g\rangle$ hold at each $\mu$ and so pass to $\sigma$. If a fraction $F$ of the thickness has rate $\Gamma_s=R\Gamma_b$,

$$\frac1{1-F+F/R}\le\frac{\rho_{\rm film}}{\rho_b}\le1+F(R-1). \tag{9}$$

For $R>1$ both bounds exceed one, so a lowered surface Debye temperature raises the resistivity at any mean free path within this model. If the surface is stiffer than the interior, $R<1$ and both bounds lie below one.

## Between the two bounds

Let each soft surface region have thickness $a$, the interior thickness $b$, and the film thickness $L=2a+b$. Reflection makes an electron cross a surface region twice in succession. The unfolded path thus alternates between soft segments of length $2a$ and interior segments of length $b$.

Define $\tau_i=1/\Gamma_i$, $\Delta=\tau_b-\tau_s$, $p=2a\Gamma_s/w$ and $h=b\Gamma_b/w$. At distance $x$ into a segment,

$$g_b=\tau_b+Ae^{-\Gamma_bx/w},\qquad g_s=\tau_s+Be^{-\Gamma_sx/w}.$$

Continuity at the two kinds of interface requires

$$A=-\Delta+Be^{-p},\qquad B=\Delta+Ae^{-h}.$$

Substituting each equation into the other gives

$$A=-\Delta\frac{1-e^{-p}}{1-e^{-p-h}},\qquad
B=\Delta\frac{1-e^{-h}}{1-e^{-p-h}}.$$

Integration over one period adds $Aw\tau_b(1-e^{-h})+Bw\tau_s(1-e^{-p})$ to the local terms $b\tau_b+2a\tau_s$. The two additions combine into a term proportional to $-\Delta(\tau_b-\tau_s)=-\Delta^2$. Using

$$\frac{1-e^{-p-h}}{(1-e^{-p})(1-e^{-h})}=\frac12\left[\coth\frac p2+\coth\frac h2\right],$$

one obtains

$$L\langle g\rangle=b\tau_b+2a\tau_s-
\frac{2w\Delta^2}{\coth(a\Gamma_s/w)+\coth(b\Gamma_b/2w)}. \tag{10}$$

When both regions are much thicker than the mean free path, the last term is negligible and the layers conduct in parallel. This is the lower resistivity bound. In the opposite limit $\coth x\to1/x$, and the last term becomes

$$\frac{2ab\,(\Gamma_s-\Gamma_b)^2}{\Gamma_s\Gamma_b\,(2a\Gamma_s+b\Gamma_b)}.$$

Putting (10) over the common denominator $2a\Gamma_s+b\Gamma_b$ leaves the numerator $b^2+4a^2+4ab=L^2$. Hence $\langle g\rangle=L/(2a\Gamma_s+b\Gamma_b)=1/\langle\Gamma\rangle$: each electron samples the whole film, and the upper bound is reached.

In the classical one-phonon regime both rates are proportional to $T$. Multiply (10) by $\Gamma_b$ to compare with bulk. The subtracted term then varies as $1/\{T[\coth(\alpha T)+\coth(\beta T)]\}$, with positive constants $\alpha,\beta$. Because $x\coth x$ increases for $x>0$, this term decreases on heating. The film resistivity rises with temperature, but its ratio to the bulk value moves down towards the lower bound.

The relaxation-time form is justified in the long-path limit, where $g$ is constant and $f_1\propto v_x$ relaxes at the rate (1). Between the limits it is an approximation when scattering depends on angle.

## Worked example

The parameters are round model values: one electron per ion, electron radius $r_s=3$ bohr, $M=10^5$ electron masses, $\theta_b=300$ K and $\theta_s=200$ K. The film has 20 layers, with one soft layer at each face, so $F=0.10$. The layer spacing $n^{-1/3}$ is 4.836 bohr and the thickness is 96.7 bohr.

Two limits apply to these numbers. At this density the Thomas–Fermi potential is strong enough to bind an electron, so the Born approximation is poor and the absolute rate, mean free path and resistivity are only illustrative. The classical ratio $R$ and the bounds (9) do not depend on the potential, but the position of the film between the bounds does, through the mean free path. Replacing $v(q)$ by the exact scattering amplitude of a single ion raises the 400 K bulk rate found below from 0.00345 to about 0.0072 and lowers the film ratio from 1.116 to 1.108. Also, one layer is thinner than the Fermi wavelength of 9.8 bohr. Its local scattering rate is a model assumption, and standing waves at the faces can change the weight $F$ of the surface layers. The film ratios below therefore hold only if every layer carries equal weight.

At 400 K the classical variances are $s_b=0.0421$ and $s_s=0.0947$ bohr². With $k_F=0.6397$ bohr⁻¹ and $\kappa^2=0.8145$ bohr⁻², the bracket in (2) is

$$1.637-1.795+0.8145-0.271=0.386,$$

so $I=30.5$. Equation (1) gives

$$\Gamma_b=\frac{0.008842\times0.0421\times30.5}{4\pi(0.6397)^3}=0.00345,$$

and $\Gamma_s=2.25\,\Gamma_b=0.00776$, both in hartree$/\hbar$. The bulk resistivity is $0.00345/0.00884=0.390$ atomic units, or 8.48 microohm cm.

The bounds (9) are

$$\frac1{0.9+0.1/2.25}=1.059,\qquad1+0.1(2.25-1)=1.125.$$

Within the relaxation-time approximation, numerical quadrature of (8) with (10) gives a ratio of 1.116, hence a film resistivity of 9.46 microohm cm. At 800 K the same formulas give 1.109. That value shows only the trend: there $4k_F^2s$ reaches 0.31 at the surface, the multiphonon rates (6) would give 1.100, and the root-mean-square surface displacement is 0.16 of the layer spacing, too large for a harmonic solid.

The bulk mean free path at 400 K is 186 bohr, only about twice the thickness, yet the result lies near the upper bound. Equation (10) shows why. For $\mu=1$ the two coth arguments are 0.059 and 0.235, small enough for the long-path limit, and that direction alone would give 1.125. For $\mu=0.05$ they are twenty times larger, and the same formula gives 1.09. Electrons travelling nearly parallel to the faces pull the average down. About 44% of the drop below the upper bound comes from $\mu<\pi/(k_FL)=0.051$, below the lowest standing-wave subband of a hard-walled film of this thickness, so the size of the drop is a semiclassical result that subband quantization would alter.

The integral (4) changes the rate ratio $R$ from 2.25 to 2.27. The static multiphonon form (6), also integrated numerically, changes it to 2.19; here $4k_F^2s$ reaches 0.155 at the surface. These are separate corrections to the classical one-phonon result. Inserted in the upper bound, they change its excess over one from 0.125 to 0.127 and 0.119.

## Correlated displacements

Neighbouring ions do not move independently. Consider classical harmonic motion with the same force-constant matrix $D$ for each Cartesian component, so that $\langle u_iu_j\rangle=T(D^{-1})_{ij}$. For $N$ ions, the variance $s$ in the scattering intensity is replaced by

$$S(\mathbf q)=\frac TN\,\mathbf a^\dagger D^{-1}\mathbf a,\qquad a_j=e^{i\mathbf q\cdot\mathbf R_j}. \tag{11}$$

Completing the square gives

$$\mathbf a^\dagger D^{-1}\mathbf a=\max_{\mathbf x}\left[2\,{\rm Re}(\mathbf a^\dagger\mathbf x)-\mathbf x^\dagger D\mathbf x\right].$$

Softening a spring cannot increase $\mathbf x^\dagger D\mathbf x$ for any $\mathbf x$. The maximum therefore cannot fall, and neither can $S(\mathbf q)$ at any $\mathbf q$, provided the lattice stays stable. Correlations can change the size of the scattering increase but cannot reverse its sign when films of the same geometry are compared.

For the long-path rate, take the electrons as plane waves and neglect interference between waves incident on and reflected from the faces. The number of Fermi-surface pairs separated by $\mathbf q$ is then proportional to $1/q$, and in-plane current relaxation contributes $q_x^2$. The correlated rate is thus proportional to

$$\int_{q<2k_F}\frac{d^3q}{q}\,q_x^2\,q^2|v(q)|^2S(\mathbf q).$$

With constant $S$ this recovers the $q^5$ weight of (1).

A separate six-layer simple cubic slab shows the size of the effect. It has the same spacing and ion potential, unit nearest-neighbour springs, and springs of strength 0.5 tying the outer layers to rigid supports. The supports are needed to keep the layer variances finite, because the uniform modes of an unsupported, laterally infinite slab have stiffness proportional to $k^2$, and $\int d^2k/k^2$ diverges at small in-plane wave number $k$. Springs within the outer layers, and those joining them to the next layers, are then halved; the supports are unchanged.

Numerical inversion of $D$ over in-plane wave vectors raises the outer-layer variance from 0.246 to 0.406, in units of $T$ per unit spring. The corresponding Debye temperature falls by the factor $\sqrt{0.246/0.406}=0.78$. Averaging the variances over layers predicts a rate increase by a factor 1.27. Quadrature of the correlated integral also gives 1.27.

The absolute rates differ more: correlations reduce the rate to 0.86 of its independent-ion value, both before and after softening. This factor depends on the supports: weaker ones lower it, because long waves then add more to the variances than to the correlated rate. In this slab the independent-ion model is therefore better for the relative surface effect than for the resistivity itself. That agreement is a result for one spring model, whereas the sign of the change follows from (11).
